\section*{Central-cell shifts of donor 1s and 2p levels: small-well asymptotics}

\section{A well small enough to see through}

An electron bound to a shallow donor moves in a hydrogenic orbit of Bohr radius $a$. Close to the donor ion the potential differs from the screened Coulomb attraction. Represent this difference by a spherical well of depth $V_0>0$ and radius $b$:
\begin{equation}
V(r)=-V_0\quad(r<b),\qquad V(r)=0\quad(r>b),\qquad x=\frac ba .
\end{equation}

Suppose first that $b$ is so small that the exponential factors of the orbitals equal one throughout the well. The 1s density is then the constant $1/(\pi a^3)$, and the probability of finding the electron in the well is density times volume:
\begin{equation}
P_{1s}\simeq\frac{1}{\pi a^3}\,\frac{4\pi b^3}{3}=\frac{4x^3}{3}.
\end{equation}
The 2p density vanishes at the centre. Its radial function starts as $R_{2p}\simeq(24a^3)^{-1/2}\,r/a$, so
\begin{equation}
P_{2p}\simeq\frac{1}{24a^5}\int_0^b r^4\,dr=\frac{x^5}{120}.
\end{equation}
The ratio is $160/x^2$. The two extra powers of $x$ come from the factor $r^2$ in the p-wave density. For $a=2$ nm and $b=0.2$ nm, $x=0.1$ and the ratio is 16000 at this order.

\section{First-order shifts in closed form}

Assume one conduction-band valley with an isotropic effective mass. The first-order shift of a nondegenerate level is the mean value of $V$. The $n=2$ level is degenerate, so the matrix of $V$ between its states is needed. Since $V$ depends on $r$ alone, the angular integral $\int Y_{lm}^*Y_{l'm'}\,d\Omega=\delta_{ll'}\delta_{mm'}$ makes this matrix diagonal. The well mixes neither 2s with 2p nor the three 2p states, and it shifts those three equally. Thus
\begin{equation}
\Delta E=-V_0P,\qquad P=\int_0^b r^2R^2(r)\,dr .
\end{equation}
The normalized radial functions are
\begin{equation}
R_{1s}=\frac{2}{a^{3/2}}e^{-r/a},\qquad
R_{2p}=\frac{1}{\sqrt{24a^3}}\,\frac ra\,e^{-r/2a}.
\end{equation}
With $t=r/a$,
\begin{equation}
P_{1s}=4\int_0^x t^2e^{-2t}dt,\qquad P_{2p}=\frac1{24}\int_0^x t^4e^{-t}dt .
\label{eq:integrals}
\end{equation}

Both integrals follow from $I_n(y)=\int_0^y s^ne^{-s}ds$. One integration by parts gives $I_n=-y^ne^{-y}+nI_{n-1}$. Division by $n!$ turns this into
\begin{equation}
\frac{I_n}{n!}=\frac{I_{n-1}}{(n-1)!}-\frac{y^n}{n!}e^{-y},\qquad I_0=1-e^{-y},
\end{equation}
and repeated use down to $I_0$ gives
\begin{equation}
\frac{I_n(y)}{n!}=1-e^{-y}\sum_{k=0}^n\frac{y^k}{k!}.
\end{equation}
In the 1s integral put $s=2t$. Then $t^2dt=s^2ds/8$ and $P_{1s}=I_2(2x)/2$. The 2p integral is $P_{2p}=I_4(x)/24$. Therefore
\begin{align}
P_{1s}&=1-e^{-2x}(1+2x+2x^2),\\
P_{2p}&=1-e^{-x}\left(1+x+\frac{x^2}{2}+\frac{x^3}{6}+\frac{x^4}{24}\right).
\end{align}

\section{The first correction, and the next}

For small $x$ the closed forms are differences of nearly equal numbers, so it is better to expand the integrands of (\ref{eq:integrals}). For 1s, $e^{-2t}=1-2t+2t^2-\dots$ gives
\begin{align}
P_{1s}&=4\left(\frac{x^3}{3}-\frac{x^4}{2}+\frac{2x^5}{5}-\dots\right)\nonumber\\
&=\frac{4x^3}{3}\left(1-\frac{3x}{2}+\frac{6x^2}{5}-\dots\right).
\end{align}
For 2p, $e^{-t}=1-t+t^2/2-\dots$ gives
\begin{align}
P_{2p}&=\frac1{24}\left(\frac{x^5}{5}-\frac{x^6}{6}+\frac{x^7}{14}-\dots\right)\nonumber\\
&=\frac{x^5}{120}\left(1-\frac{5x}{6}+\frac{5x^2}{14}-\dots\right).
\end{align}

The linear terms have a direct meaning. The 1s density falls as $1-2r/a$, and the mean of $r$ over a uniformly filled ball is $3b/4$; the product is $3x/2$. The 2p density falls as $1-r/a$ relative to its leading $r^2$ form. The mean of $r$ with radial weight $r^4$ is $5b/6$, which gives $5x/6$.

To divide the series, use
\begin{equation}
\frac{1}{1-\frac{5x}{6}+\frac{5x^2}{14}}
=1+\frac{5x}{6}+\left(\frac{25}{36}-\frac{5}{14}\right)x^2+\dots
\end{equation}
The linear coefficient of the ratio is $-3/2+5/6=-2/3$. The quadratic one is $6/5-(3/2)(5/6)+25/36-5/14=181/630$. Hence
\begin{equation}
\frac{\Delta E_{1s}}{\Delta E_{2p}}=\frac{160}{x^2}\left(1-\frac{2x}{3}+\frac{181x^2}{630}+\dots\right).
\label{eq:ratio}
\end{equation}
The depth $V_0$ has cancelled, as it must at first order.

In the opposite limit, $x\to\infty$, both probabilities tend to one. The well then lowers both levels by $V_0$, and the ratio tends to one. Between the limits the ratio falls steadily. To see this, call the integrands in (\ref{eq:integrals}), with their prefactors, $p_1(t)$ and $p_2(t)$. Their quotient $g(t)=p_1/p_2=96\,e^{-t}/t^2$ decreases with $t$, so
\begin{equation}
P_{1s}=\int_0^x g\,p_2\,dt>g(x)P_{2p}=\frac{p_1(x)}{p_2(x)}P_{2p}.
\end{equation}
This means $p_1(x)/P_{1s}<p_2(x)/P_{2p}$, so the logarithmic derivative of $P_{1s}/P_{2p}$ is negative. A ratio above ten thousand is thus a condition on the well radius. At $a=2$ nm it requires $b<0.243$ nm.

\section{Numbers for a 0.2 nm well}

Take $a=2$ nm, relative permittivity $\epsilon_r=11.7$ and a chosen depth $V_0=1$ eV. The mass follows from $a=\epsilon_ra_0m_e/m^*$, where $a_0$ is the hydrogen Bohr radius, and is $m^*=0.310\,m_e$. The unperturbed binding energies are 30.8 meV for 1s and 7.69 meV for 2p.

With $x=0.1$ the three-term series give
\begin{align}
P_{1s}&\approx1.333\times10^{-3}\,(1-0.150+0.012)=1.149\times10^{-3},\\
P_{2p}&\approx8.333\times10^{-8}\,(1-0.0833+0.0036)=7.67\times10^{-8}.
\end{align}
The closed forms give $1.148\times10^{-3}$ and $7.67\times10^{-8}$. Multiplication by $-V_0$ yields
\begin{equation}
\Delta E_{1s}=-1.15\ \text{meV},\qquad
\Delta E_{2p}=-7.67\times10^{-5}\ \text{meV}.
\end{equation}
The 2p shift is $-76.7$ neV. The ratio is 14978. The leading law gives 16000, and the first correction brings it to 14933. The remaining difference of 45 is accounted for by the quadratic term of (\ref{eq:ratio}), which contributes $160\times181/630\approx46$.

If 0.2 nm is read as the diameter of the well, then $x=0.05$ and the ratio rises to about 62000.

\section{How weak the well must be}

A depth of 1 eV is far larger than the binding energy, yet first-order theory can still serve, because the electron would pay a large kinetic energy to concentrate in so small a region. The relevant scale is the depth at which the well alone would bind. At zero energy the s-wave function $u=rR$ is $\sin kr$ inside the well, with $V_0=\hbar^2k^2/2m^*$, and a straight line outside. A bound state appears when the slope at the edge reaches zero, $kb=\pi/2$, so
\begin{equation}
V_c=\frac{\pi^2\hbar^2}{8m^*b^2}=7.59\ \text{eV}.
\end{equation}
The chosen depth is 0.13 of this. Both this scale and the full solution below keep the parabolic effective mass inside the well. In a real crystal that is not justified at $b=0.2$ nm, which is shorter than the silicon bond of about 0.235 nm. They therefore test first-order theory within the model and do not describe a real donor core.

The problem can also be solved without perturbation theory. Inside the well the radial function is the regular Coulomb solution at energy $E+V_0$; outside it is the decaying Coulomb solution at energy $E$. Continuity of the logarithmic derivative at $r=b$ fixes $E$. At $V_0=1$ eV the full shifts are $-1.40$ meV and $-7.93\times10^{-5}$ meV. Relative to the first-order values they are larger by 22\% for 1s and 3.4\% for 2p, and their ratio is about 17700.

The sign of these corrections follows from the variational principle. The unperturbed 1s and 2p functions are admissible trial functions for the lowest states with $l=0$ and $l=1$. Their energies with the well present, $E_0-V_0P$, are therefore upper bounds, and the full downward shift is at least the first-order one.

\section{Silicon: anisotropic mass and six valleys}

The permittivity and Bohr radius above are roughly those of a shallow donor in silicon. There, however, each valley has a light transverse and a heavy longitudinal mass, roughly $m_t=0.19$ and $m_l=0.92$ in units of $m_e$. Let $r_3$ run along the valley axis and use the trial envelopes
\begin{equation}
F_{1s}=\frac{e^{-\rho}}{\sqrt{\pi a_t^2a_l}},\quad
F_{2p_0}=\frac{r_3}{a_l}F_{1s},\quad
F_{2p_\pm}=\frac{r_1}{a_t}F_{1s}\ \text{or}\ \frac{r_2}{a_t}F_{1s},
\end{equation}
with $\rho^2=(r_1^2+r_2^2)/a_t^2+r_3^2/a_l^2$ and separate radii $a_t,a_l$ for each level. The p functions are normalized because, in scaled coordinates, $\frac{4\pi}{3}\int_0^\infty\rho^4e^{-2\rho}d\rho=\pi$. The energy to be minimized is
\begin{equation}
E=\frac{\hbar^2}{2m_e}\left(\frac{s_t}{m_ta_t^2}+\frac{s_l}{m_la_l^2}\right)-\frac{e^2}{4\pi\epsilon_0\epsilon_r}\left\langle\frac1r\right\rangle .
\end{equation}
Here $s_t$ and $s_l$ are the mean squared gradients in scaled coordinates. For 1s each direction contributes $1/3$, so $(s_t,s_l)=(2/3,1/3)$. For $2p_0$ each transverse direction gives $\frac1\pi\frac{4\pi}{15}\int_0^\infty\rho^4e^{-2\rho}d\rho=1/5$. The longitudinal one gives $1-1+3/5=3/5$, from the three terms of the square of $(1-\zeta^2/\rho)e^{-\rho}$ with $\zeta=r_3/a_l$. The shares are $(2/5,3/5)$, and exchanging axes gives $(4/5,1/5)$ for $2p_\pm$.

Minimization gives $(a_t,a_l)=(2.44,1.40)$ nm for 1s, $(3.69,2.23)$ nm for $2p_0$ and $(5.49,3.36)$ nm for $2p_\pm$. Near the centre the $2p_0$ density is $r_3^2/(\pi a_t^2a_l^3)$. In the isotropic model both radii equal $2a=4$ nm, so with the well held fixed the shift changes by about
\begin{equation}
\frac{(2a)^5}{a_t^2a_l^3}=\frac{4^5}{3.69^2\times2.23^3}\approx6.8 .
\end{equation}
Integration over the finite well gives 6.5. The same integration gives 0.96 for 1s and 0.34 for $2p_\pm$. The one-valley ratio of shifts therefore drops to about 2200 for $2p_0$ and rises to about 42000 for $2p_\pm$. The trial envelopes fix the binding energies to about 0.2\% but the density at the centre only to about 5\%: a converged solution of the anisotropic effective-mass equation gives factors of 6.2, 0.95 and 0.33 and ratios of about 2300 and 43000. The factor of ten thousand is a result of the isotropic model and does not carry over to $2p_0$ in silicon.

Silicon also has six valleys, at wave vectors $\pm k_0$ along the cube axes, with $k_0\approx9.8$ nm$^{-1}$. Take plane waves for the Bloch functions and neglect the overlap of different valley states. For isotropic 1s envelopes, the equal-phase combination multiplies the density by $\frac16|\sum_je^{i\mathbf k_j\cdot\mathbf r}|^2$. Of the 36 terms, 6 are diagonal, 6 join opposite valleys a distance $2k_0$ apart, and 24 join perpendicular ones $\sqrt2k_0$ apart. The angular average is
\begin{equation}
1+j_0(2k_0r)+4j_0(\sqrt2k_0r),\qquad j_0(y)=\frac{\sin y}{y}.
\end{equation}
Averaged over the well with the 1s density, this is 2.8. For the most strongly shifted $2p_0$ combination, the fully symmetric one, the corresponding factor in the mean value of the well is 3.0, so interference nearly cancels from that ratio. With six valleys the well also couples this combination to the symmetric s states. The mean value is the first-order shift only because the anisotropic mass separates 2s from $2p_0$. With strictly isotropic envelopes the two are degenerate, and their mixing would reduce the factor to about 0.9. With anisotropic envelopes and six valleys, the ratio of the largest shifts is about 2100 for $2p_0$ and 50000 for $2p_\pm$, each 2p type being treated separately; converged envelopes give about 2200 and 51000.

Measured donor levels in silicon set the scale. The phosphorus ground state is bound by roughly 45 meV, some 15 meV more than the 29.6 meV of the anisotropic envelope. The 1 eV well with the isotropic valley factor supplies about $1.15\times2.8=3.2$ meV at first order, well short of this. Interference also strengthens the well for the equal-phase state, most of all near its centre. The one-valley threshold function $u=\sin kr$ weights the centre more than the 1s density does, so as a trial function it gains a factor of at least 2.8. The well alone therefore binds at a depth of at most about $7.59/2.8\approx2.7$ eV. Even 1 eV is more than a third of this, so the 3.2 meV is a lower bound and not an accurate shift; solved in full, the same six-valley model gives about 8 meV with isotropic and 9 meV with anisotropic mass. Scaling it up to 15 meV would ask for nearly 5 eV, which lies above the binding depth, so first-order theory cannot fix the depth for this donor. It overestimates the depth needed, because the full shift exceeds the first-order one; within the model about 1.2 eV already gives 15 meV. Loss of screening gives a separate estimate of the strength of the central potential. Replacing the screened attraction by the bare one inside $b$, with nothing else changed, would add a mean attraction of
\begin{equation}
\frac{3}{2b}\,\frac{e^2}{4\pi\epsilon_0}\left(1-\frac1{\epsilon_r}\right)=9.9\ \text{eV},
\end{equation}
since the mean of $1/r$ over a ball is $3/(2b)$. This leaves a jump at $r=b$, however, whereas an electrostatic potential is continuous there. If screening is absent inside $b$ and complete outside, $1/r$ must be replaced by $1/r-1/b$. Its mean is $1/(2b)$, so the estimate falls to a third, 3.3 eV. This is a size estimate, not a donor potential. For the 1 eV well the contrast between s and p levels remains large: even the $2p_0$ shift, enlarged by the factors 6.5 and 3.0, is of order $10^{-3}$ meV at first order, against about 3 meV for 1s. Beyond first order both grow about threefold, to $4\times10^{-3}$ and 9 meV, so their ratio hardly changes. The remaining figures are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Bohr radius: 2.0 nm
well radius: 0.2 nm
well depth V0 (chosen): 1.0 eV
x = well radius / Bohr radius: 0.10
relative permittivity (rough): 11.7
isotropic effective mass: 0.3096 m_e
unperturbed 1s binding: 30.77 meV
unperturbed 2p binding: 7.69 meV
P1s, probability in well: 1.14848e-03
P2p, probability in well: 7.66780e-08
leading P1s = 4x^3/3: 1.33333e-03
leading P2p = x^5/120: 8.33333e-08
first-order 1s shift: -1.1485 meV
first-order 2p shift: -7.6678e-05 meV
first-order 2p shift, converted: -76.68 neV
shift ratio 1s/2p: 14978
leading ratio 160/x^2: 16000
ratio with factor 1-2x/3: 14933
ratio if 0.2 nm is the diameter: 61912
well radius where ratio is 10000: 0.2431 nm
full 1s shift at V0: -1.3996 meV
full 2p shift at V0: -7.9281e-05 meV
full / first-order, 1s: 1.2186
full / first-order, 2p: 1.0340
full shift ratio 1s/2p: 17653
depth at which well alone binds: 7.59 eV
mean extra attraction, no screening: 9.88 eV
transverse, longitudinal mass (rough): 0.19, 0.92 m_e
lattice constant (rough): 0.543 nm
valley position / zone boundary (rough): 0.85
valley wave number k0: 9.836 1/nm
anisotropic 1s radii (t, l): 2.436, 1.397 nm
anisotropic 1s binding: 29.61 meV
anisotropic/isotropic P, 1s: 0.959
anisotropic 2p0 radii (t, l): 3.693, 2.227 nm
anisotropic 2p0 binding: 10.89 meV
anisotropic/isotropic P, 2p0: 6.505
anisotropic 2p+- radii (t, l): 5.487, 3.364 nm
anisotropic 2p+- binding: 6.06 meV
anisotropic/isotropic P, 2p+-: 0.340
largest valley factor, isotropic 1s: 2.793
largest valley factor, isotropic 2p0: 2.993
largest valley factor, isotropic 2p+-: 2.385
anisotropic one-valley ratio 1s/2p0: 2208
anisotropic six-valley ratio of largest shifts 1s/2p0: 2081
anisotropic one-valley ratio 1s/2p+-: 42194
anisotropic six-valley ratio of largest shifts 1s/2p+-: 49847
\end{verbatim}
